\section*{Comment: what fringe spacing says about a porous film's index}

\section{The argument under review}

A porous semiconductor layer has been etched into a wafer, and its thickness $L$ is known from a cross-section. Its reflectance at normal incidence shows fringes. The argument for finding the refractive index $n$ runs as follows.

\begin{quote}
A maximum occurs when the film holds a whole number of half-waves. The next maximum holds one more. The photon energies of neighbouring maxima therefore differ by an amount fixed by $n$ and $L$. Since $L$ is known, the spacing gives $n$.
\end{quote}

The first two sentences are sound under conditions stated below. The third assumes that both maxima see the same $n$. Is the number obtained from the spacing still the phase index when $n$ depends on photon energy, and if not, what is it?

I use atomic units in the algebra, so that the photon energy $E$ equals the angular frequency and the speed of light is $c=137.036$. In the numerical work, with $E$ in eV and $L$ in nm, $c$ is replaced by $\hbar c=197.327$ eV\,nm.

\section{Where the maxima lie}

Take a uniform, non-absorbing film of index $n(E)$ between air and a non-absorbing wafer of index $n_s(E)$, with $1<n<n_s$. The reflection amplitudes of the upper and lower interfaces are
\begin{equation}
a=\frac{1-n}{1+n},\qquad b=\frac{n-n_s}{n+n_s}.
\end{equation}
Both are negative, so $ab>0$. The wavenumber in the film is $nE/c$, and one round trip adds the phase
\begin{equation}
\varphi=\frac{2nEL}{c}.
\end{equation}
Light that enters and leaves the film acquires the transmission factor $(1+a)(1-a)=1-a^2$. Each further round trip adds a factor $-ab\,e^{i\varphi}$, because the upper interface reflects with amplitude $-a$ from inside. Summing the geometric series gives
\begin{align}
r&=a+\frac{(1-a^2)b\,e^{i\varphi}}{1+ab\,e^{i\varphi}}
=\frac{a+b\,e^{i\varphi}}{1+ab\,e^{i\varphi}},\\
R&=|r|^2=\frac{a^2+b^2+2ab\cos\varphi}{1+a^2b^2+2ab\cos\varphi}.
\end{align}
The denominator of $R$ minus its numerator is $1+a^2b^2-a^2-b^2=(1-a^2)(1-b^2)$. The quotient rule then gives, at fixed $E$,
\begin{equation}
\frac{\partial R}{\partial\cos\varphi}
=\frac{2ab(1-a^2)(1-b^2)}{(1+a^2b^2+2ab\cos\varphi)^2}>0 .
\end{equation}
The largest $R$ possible at a given energy thus belongs to $\cos\varphi=1$, where $r=(a+b)/(1+ab)$. Over the common denominator $(1+n)(n+n_s)$, the two parts are
\begin{align}
a+b&:\quad (1-n)(n+n_s)+(n-n_s)(1+n)=2n(1-n_s),\\
1+ab&:\quad (1+n)(n+n_s)+(1-n)(n-n_s)=2n(1+n_s).
\end{align}
Hence $r=(1-n_s)/(1+n_s)$, the amplitude of the bare wafer. The film has dropped out.

This suggests dividing the measured reflectance by that of the bare wafer. The ratio cannot exceed 1, and it reaches 1 when $\varphi=2\pi m$ with integer $m$, even if both indices vary with energy. At these maxima
\begin{equation}
n(E_m)\,E_m=\frac{\pi c\,m}{L}. \label{eq:position}
\end{equation}
If instead $n>n_s$, then $ab<0$, the inequality reverses, and the same condition marks minima that touch 1.

\section{What the subtraction gives}

Let $E_1<E_2$ be neighbouring maxima, $\Delta E=E_2-E_1$, $n_1=n(E_1)$ and $n_2=n(E_2)$. I assume that $nE$ rises with $E$, so that their orders differ by one. Subtracting equation~\eqref{eq:position} for the two maxima removes the unknown $m$:
\begin{equation}
n_2E_2-n_1E_1=\frac{\pi c}{L}. \label{eq:difference}
\end{equation}
The disputed argument replaces the left side by $n\,\Delta E$. What it calls the index is therefore
\begin{equation}
N=\frac{\pi c}{L\,\Delta E}
=\frac{n_2E_2-n_1E_1}{\Delta E}
=\frac{1}{\Delta E}\int_{E_1}^{E_2}\frac{d(nE)}{dE}\,dE .
\end{equation}
The integrand is the group index,
\begin{equation}
n_g=\frac{d(nE)}{dE}=n+E\,\frac{dn}{dE},
\end{equation}
so the spacing gives the average of $n_g$ over the gap. The name fits: the group velocity is $dE/dk$ with $k=nE/c$, which equals $c/n_g$. A pulse needs the time $T=2Ln_g/c$ for a round trip, and $\Delta E\approx 2\pi/T$. Fringe spacing measures a delay, whereas fringe position measures a phase.

To compare $N$ with $n$, write $n_2E_2=n_2\Delta E+n_2E_1$ in equation~\eqref{eq:difference} and divide by $\Delta E$:
\begin{equation}
N=n_2+E_1\,\frac{n_2-n_1}{\Delta E}. \label{eq:split}
\end{equation}
Under normal dispersion $n$ rises with $E$. Then $n_2$ is the largest phase index in the gap, and $N$ is larger still. If $n$ is constant, $N=n$ and the disputed argument is correct.

It is also nearly correct at low energy, if the film is transparent there and $n\approx n_0+\beta E^2$. In that case $n_g\approx n_0+3\beta E^2$, and the excess $n_g-n\approx2\beta E^2$ vanishes with $E$.

The average lies close to the value at the midpoint $\bar E$. Expand $n_g$ about $\bar E$ in $x=E-\bar E$. The linear term averages to zero, and the average of $x^2$ over $|x|<\Delta E/2$ is $\Delta E^2/12$, so to this order
\begin{equation}
N\approx n_g(\bar E)+\frac{\Delta E^2}{24}\,n_g''(\bar E).
\end{equation}

A Fourier transform of the fringes does not avoid the problem. Over a window in which $n_g$ varies little, its peak lies near the rate of change of phase, $d\varphi/dE=2Ln_g/c$, so the optical thickness it yields is close to $n_gL$.

\section{A porous film in numbers}

Take $L=2000$ nm and porosity $p=0.70$, with solid fraction $f=1-p=0.30$. For the skeleton and the wafer I use one resonance,
\begin{equation}
\varepsilon_s=1+\frac{160}{4.0^2-E^2}\qquad(E\text{ in eV}).
\end{equation}
The Bruggeman rule for the film permittivity $\varepsilon=n^2$ is
\begin{equation}
f\,\frac{\varepsilon_s-\varepsilon}{\varepsilon_s+2\varepsilon}
+p\,\frac{1-\varepsilon}{1+2\varepsilon}=0 .
\end{equation}
Multiplying by both denominators and using $f+p=1$ gives
\begin{equation}
2\varepsilon^2-b_\varepsilon\varepsilon-\varepsilon_s=0,\qquad
b_\varepsilon=(3f-1)\varepsilon_s+3p-1,
\end{equation}
with positive root $\varepsilon=\bigl(b_\varepsilon+\sqrt{b_\varepsilon^2+8\varepsilon_s}\bigr)/4$.

Numerical maximisation of the reflectance ratio places neighbouring maxima at $E_1=1.93171$ eV and $E_2=2.10309$ eV, with $\Delta E=0.17139$ eV before rounding of the end points. The spacing gives
\begin{equation}
N=\frac{\pi\times197.327}{2000\times0.17139}=1.809 .
\end{equation}
At the midpoint, 2.0174 eV, $\varepsilon_s=14.41$ and $b_\varepsilon=-0.1\times14.41+1.1=-0.341$. The root gives $n=1.613$. For the slope, differentiate the quadratic with respect to $\varepsilon_s$, remembering that $b_\varepsilon$ depends on it:
\begin{equation}
\frac{d\varepsilon}{d\varepsilon_s}
=\frac{1+(3f-1)\varepsilon}{4\varepsilon-b_\varepsilon},\qquad
\frac{dn}{dE}=\frac{1}{2n}\,\frac{d\varepsilon}{d\varepsilon_s}\,
\frac{320\,E}{(16-E^2)^2}=0.0969\ \text{eV}^{-1}.
\end{equation}
Therefore $n_g=1.613+2.0174\times0.0969=1.808$. Before rounding, $N$ exceeds this by 0.0005, which agrees with the curvature term for the finite gap. The spacing result exceeds the phase index at the midpoint by 12.2\% of the latter. This figure belongs to the mixing rule. Here $f=0.30$ lies below the Bruggeman percolation threshold of $1/3$, so the rule treats the solid as disconnected. At the same porosity the excess of $n_g$ over $n$ is about 5\% for the two-dimensional Bruggeman rule (field across columnar pores) and about 16\% for the Looyenga rule; its sign is the same in all three.

If $N$ is mistaken for $n$, inserting $\varepsilon=N^2$ in the Bruggeman rule gives a porosity of 0.638 instead of 0.70. Conversely, suppose that $n$ is known and $L$ is sought. Using $n$ where $n_g$ belongs gives $LN/n=2243$ nm (22\,430 \AA), although the film is 2000 nm thick.

\section{How to obtain the phase index}

Equation~\eqref{eq:position} gives $n$ from a position once $m$ is known. Estimating $m$ by $E_1/\Delta E$ repeats the error, since
\begin{equation}
\frac{E_1}{\Delta E}=\frac{\pi c\,m}{Ln_1}\,\frac{LN}{\pi c}
=m\,\frac{N}{n_1}.
\end{equation}
Here it gives 11.27, while the true order is 10.

A safer course is to follow the maxima to low energy. If every order is wrong by the same integer $j$, the inferred index is
\begin{equation}
\frac{\pi c(m+j)}{LE_m}=n(E_m)+\frac{\pi c\,j}{LE_m}.
\end{equation}
The false term varies as $1/E$, whereas $n$ in this transparent model is a smooth function of $E^2$. The correct labels are those for which a short polynomial in $E^2$ fits.

I applied this to an absorbing version of the film, with $-0.07\,iE$ added to the resonance denominator of skeleton and wafer. At the midpoint the extinction coefficients are then 0.0034 in the film and 0.021 in the wafer. Ten maxima lie between 0.404 and 2.103 eV. Least-squares fits of $\alpha+\beta E^2+\gamma E^4$ were made with the lowest order set to each integer from 1 to 8. Order 2 leaves an rms misfit of 0.00009 in the index; the next best, order 3, leaves 0.068. The maximum at 1.931 eV then has order 10 and gives $n=1.605$. The test needs a wide range: with only the five highest maxima a wrong order fits to 0.0008, and random position errors of 3 meV select the right order in only about a quarter of trials. Low-energy fringes make the choice of order more tolerant of errors in the positions, because the false term varies fastest there. They must be free of strong infrared absorption, and the wafer's free carriers must not appreciably disturb the reflection phase.

\section{When the inequality reverses}

Inside an absorption band $n$ can fall with energy. Consider a 20\,000 nm film on a wafer of index 3.8, with complex index
\begin{equation}
n+i\kappa=1.6-\frac{0.005\times0.1}{E-2.0+0.1\,i}\qquad(E\text{ in eV}).
\end{equation}
At the band centre $dn/dE=-0.005/0.1=-0.05$ eV$^{-1}$, so $n_g=1.6-2.0\times0.05=1.5$. The computed maxima around the centre give $N=1.493$, below $n=1.600$. With absorption the half-wave condition for the maxima is only approximate, so full agreement with 1.5 is not expected. The claim that the spacing gives too large an index therefore belongs to normal dispersion.

\section{Bearing on real layers}

The parameters are rough values in the regime of porous silicon on silicon; the wafer index of 3.80 near 2 eV is close to that of silicon, roughly 3.9. Real layers break several assumptions. Changing one at a time, I compared $N$ with the ideal film's average $n_g$ over the same gap. Near 2 eV, the absorption above, an undivided spectrum, and a thickness that varies slowly across the spot by 10 nm rms each move $N$ by at most 0.0005. A porosity rising smoothly from 0.68 to 0.72 with depth raises it by about 0.0007. A pore front rough on a lateral scale below the wavelength, treated as an interface with graded permittivity, lowers it by about 0.001 at 10 nm rms and by about 0.03 at 25 nm rms. A ray at $10^\circ$, polarised parallel to the surface, lowers it by 0.008, and a thickness taken 1\% too large lowers it by 0.018. These are small beside $N-n=0.196$.

Changes of the material can matter more. Each change below is again measured against the average $n_g$ of the original film over the same gap. At fixed $L$, raising the skeleton resonance by 0.1 eV, as a rough allowance for confinement, lowers $N$ by 0.035; lowering it by 0.01 eV, for modest warming, raises $N$ by 0.004. The confinement shift depends on crystallite size and can be larger: raising the resonance by 0.25 eV lowers $N$ by 0.084, and by 0.5 eV lowers it by 0.136. Oxidation has an effect of similar size. Turning 10\% of the skeleton into oxide of permittivity 2.1 and 2.2 times the volume gives $N=1.745$ between maxima at 1.981 and 2.158 eV, which is 0.083 below the fresh film's average $n_g$ over that gap. The phase index falls too, and $N-n$ remains 0.173. An aged film thus has different indices from a fresh one, but in this model its fringe spacing still gives the larger of the two.

\section{Recommendation}

The quantity obtained from the spacing should be relabelled as the group index averaged over the gap. Any porosity derived from it should be recalculated from a phase index, obtained from fringe positions with established orders. That porosity is still only as good as the mixing rule and the assumed composition of the skeleton; in an aged layer the oxide must be included.
